Kraut's Core-Level Formula for the Valence Band Offset

**Theorem (Kraut's formula).** Let solids A and B meet at a plane interface. Let D_A and D_B be the energy separations between the valence edge and a chosen core level in each bulk solid, and let b_A and b_B be the binding energies of these core levels at the interface. Under assumptions 1 to 4 below, the valence edge of A lies above that of B by

ΔE_v = D_A − D_B − (b_A − b_B).   (1)

A negative value means that the edge of B is the higher one. In a gate stack A may be the semiconductor and B the high-k oxide; a positive ΔE_v is then the barrier that a hole at the valence edge of A meets on its way into B.

**Conventions**

Electron energies E increase upward. A level E has binding energy b = E_F − E, where E_F is the Fermi energy used as the zero of the spectrometer scale. Deeper levels therefore have larger b. For solid X, which is A or B, the edge energy is E_v^X and the core energy is E_c^X. The bulk separation is

D_X = E_v^X − E_c^X > 0.

In binding energies this is

D_X = (E_F − b_v^X) − (E_F − b_c^X) = b_c^X − b_v^X,

so the Fermi energy drops out of it. The offset is ΔE_v = E_v^A − E_v^B, with both edges taken at the interface plane.

**Assumptions**

1. The separation D_X is the same in the thick sample, where it is measured, and in the material beside the interface. Equal composition, structure, strain and screening of the photoemission hole ensure this.
2. Apart from the abrupt change at the interface itself, the added electrostatic potential varies little across one atom.
3. The two interface core levels are measured against one energy reference and refer to the interface plane.
4. The thick samples have flat bands over the depth from which electrons escape, so that core level and valence edge are seen at the same potential.

**Why three measurements are needed**

Suppose the levels of each bulk solid are known on a scale of its own: core level c_X and valence edge v_X, with D_X = v_X − c_X. The zero of each scale is arbitrary, because the average electrostatic potential inside an infinite crystal is not fixed by its interior. When the solids are joined, charge rearranges at the interface, and the potential energy of an electron in X becomes that of the bulk scale plus some constant u_X. The offset is then

ΔE_v = (v_A + u_A) − (v_B + u_B) = (v_A − v_B) + (u_A − u_B).

The difference u_A − u_B contains both the arbitrary zeros and the interface dipole. Bulk measurements cannot supply it. A core level on each side can, provided that it moves with the potential by the same amount as the valence edge.

**Lemma 1 (rigid shift).**
(a) A constant potential energy u moves all levels of a solid by u and leaves D_X unchanged.
(b) Let a slowly varying potential energy u(x) act on an atom centred at R, whose core and valence orbitals have densities symmetric about R. To first order in u, and to second order in the expansion of u about R, the separation of the two levels changes by

δD = ½ u″(R) (⟨x²⟩_v − ⟨x²⟩_c),   (2)

where ⟨x²⟩_i is the mean square distance of orbital i from R along x.

*Proof.* (a) If Hψ = Eψ, then (H + u)ψ = (E + u)ψ. Each level rises by u, and differences of levels are unchanged.

(b) First-order perturbation theory gives the shift of level i as the average of u over its density:

δE_i = ∫ |ψ_i|² u dx.

Near the atom,

u(x) = u(R) + u′(R)(x − R) + ½ u″(R)(x − R)² + …

The first term contributes u(R), because the orbital is normalized. The second contributes nothing, because x − R is odd about R and the density is even. The third contributes ½ u″(R)⟨x²⟩_i. Hence

δE_i = u(R) + ½ u″(R)⟨x²⟩_i.

Subtracting the core shift from the valence shift removes u(R) and leaves (2). ∎

To this order a uniform field does not change the separation, although it moves both levels from one atom to the next. What matters is the curvature of the potential, weighted by the difference in orbital size. For a valence band, part (a) is applied locally: the edge at a given place is that of a crystal in which u is frozen at its local value. This is meaningful when u changes little from cell to cell.

The size of (2) can be seen in a one-dimensional atom: an electron in a square well 60.0 eV deep and 0.160 nm wide, whose lowest level plays the core and whose second level plays the valence state. Solving the Schrödinger equation by finite differences with a grid step of 0.005 nm gives ⟨x²⟩_c = 0.001591 nm² and ⟨x²⟩_v = 0.004028 nm². For a curvature of 20 eV/nm²,

δD = ½ × 20 × (0.004028 − 0.001591) eV = 0.0244 eV.

Diagonalization with the curved potential included gives 24.35 meV, against 24.37 meV from (2). This curvature is chosen large to make the effect visible. By Poisson's equation it would need about 1.3 × 10²² elementary charges per cm³ at a relative permittivity of 11.7; a space charge of 10²⁰ cm⁻³ gives a curvature of only 0.15 eV/nm² and δD ≈ 0.2 meV for the same orbitals. A uniform slope of 0.1 eV/nm changes the separation by only 5 × 10⁻⁷ eV; since the first-order term vanishes, this remainder is of higher order.

**Proof of the theorem**

Beside the interface, Lemma 1(a) and assumptions 1 and 2 give, for each solid,

E_c^X = c_X + u_X,
E_v^X = v_X + u_X.

Subtracting the first line from the second gives E_v^X − E_c^X = v_X − c_X = D_X, or

E_v^X = E_c^X + D_X.

Write this for A and for B and subtract:

ΔE_v = E_v^A − E_v^B = D_A − D_B + (E_c^A − E_c^B).   (3)

The unknown u_A − u_B has not been neglected. It is contained in the measured core difference, since E_c^A − E_c^B = (c_A − c_B) + (u_A − u_B). By assumption 3 both core levels have the same reference, so

E_c^A − E_c^B = (E_F − b_A) − (E_F − b_B) = −(b_A − b_B).

Inserting this in (3) gives (1). The minus sign before the bracket comes from the opposite directions of the two energy scales. ∎

**Remark 1 (two simple cases).** If A and B are the same solid and the same core level is used, D_A = D_B and ΔE_v = −(b_A − b_B). The offset is then just the step in potential energy. Exchanging the names A and B reverses the sign of (1), as it must.

**Remark 2 (charging).** If the sample charges uniformly during photoemission, both interface binding energies change by the same amount q, and (b_A + q) − (b_B + q) = b_A − b_B. If the two sides charge differently, by q_A and q_B, the offset from (1) is wrong by −(q_A − q_B).

**A junction whose offset is known without core levels**

A one-dimensional junction shows the formula at work. Solid A is a row of the wells described above. Solid B has wells 70.0 eV deep and 0.140 nm wide. Both have cells of length 0.300 nm, and the electron has its free mass. All energies are computed on a grid of step 0.005 nm. This moves the bulk separations by up to about 0.1 eV from their values for a continuous coordinate, but the bulk cells and the junction share the same grid, so the comparison below remains fair. The second level of each well broadens into a valence band, 0.849 eV wide in A and 0.531 eV wide in B. The core level also broadens slightly, and its mean energy is used: the midpoint of the core band in the bulk, and the average over all core states of one side in the junction. Periodic cells give

D_A = 24.062 eV,  D_B = 29.914 eV.

Now 24 cells of A are joined to 24 cells of B, and the potential energy on the B side is lowered by 0.5 eV, which represents an interface dipole. Diagonalizing the whole junction gives states that can be assigned to one side or the other. The core states differ by E_c^A − E_c^B = 8.258 eV, so (3) yields

ΔE_v = 24.062 − 29.914 + 8.258 = 2.406 eV.

The highest valence states on the two sides, read directly, differ by 2.405 eV. With B lowered by 2.5 eV instead, the core difference is 10.258 eV, the formula gives 4.406 eV, and the valence states give 4.405 eV. The bulk separations are the same in both junctions, yet the offsets differ by 2 eV; the core difference carries this information.

The small mismatch comes mainly from the finite length of the rows. In a chain of n atoms coupled to nearest neighbours, the states sin(jk) on atom j must vanish at j = 0 and j = n + 1, so the smallest wave number is k = π/(n + 1). For a band of width W with its top at k = 0, the energy below the top is (W/2)(1 − cos k), and the highest state therefore lies below the band edge by about

(W/4) [π/(n + 1)]².

The wider band of A is lowered more than that of B. For n = 24 the difference is

¼ × (0.849 − 0.531) × (π/25)² eV ≈ 1.3 meV,

while the computed mismatch for the 0.5 eV step is 1.25 meV. With 12 cells on each side the mismatch is 4.77 meV, and the same estimate gives 4.6 meV. Most of the discrepancy thus belongs to the reading of the edges in a short junction. The two ways of averaging the core energies contribute about 0.1 meV with the opposite sign. For n = 24 and the 0.5 eV step the band tops are lowered by 3.54 meV in A and 2.19 meV in B, a difference of 1.35 meV that slightly exceeds the nearest-neighbour estimate, and the core averaging takes 0.10 meV from it. The closeness of the estimate to 1.25 meV is thus partly a cancellation.

**Proposition 1 (error from a changed separation).** If the separation beside the interface is D_X + η_X instead of D_X, the true offset is

ΔE_v = D_A − D_B − (b_A − b_B) + η_A − η_B.   (4)

*Proof.* Replace D_X by D_X + η_X in E_v^X = E_c^X + D_X and subtract as before. ∎

Strain, a different composition or a different crystal phase of a thin oxide can all produce η_X. So can screening. Photoemission measures the energy of a state with a hole, and the surroundings lower that energy by polarizing. If extra screening near the interface reduces the core binding energy by r_c and that of the valence edge by r_v, the two electron levels rise by these amounts and η_X = r_v − r_c. Equal changes cancel; unequal ones enter the offset at full size.

In the model junction, widening the A wells from 0.160 nm to 0.170 nm while keeping the old D_A imitates a film that differs from its reference sample. Periodic cells give η_A = −1.838 eV. In a junction with B lowered by 2.5 eV, the directly read offset minus the formula is −1.839 eV. The formula then overestimates the offset by 1.84 eV, and nothing in the two core positions alone reveals it. The size of η_A here belongs to the model wells and is not an estimate for a real film. The larger step was chosen because with the 0.5 eV step the two valence bands overlap in energy: the edge of A falls inside the band of B, states near it mix across the interface, and their assignment to one side is no longer clean. That restriction concerns the direct reading, not formula (1).

**Lemma 2 (core levels seen through a finite depth).** Let the core energy of X vary linearly with distance s from the interface,

E_c^X(s) = E_c^X(0) + g_X s,

and let photoelectrons be attenuated with length λ_X along the surface normal. If each layer emits a line of the same shape, the centroid of the summed line lies at E_c^X(0) + g_X s_X, where

s_A = λ_A for a thick substrate A,   (5)
s_B = d/(1 − e^(−d/λ_B)) − λ_B for a film B of thickness d.   (6)

*Proof.* The centroid of a sum of equal line shapes is the intensity-weighted mean of their positions, so s_X is the weighted mean of s. For the substrate, the film attenuates all layers by one common factor, and a layer at depth s has the further weight e^(−s/λ_A). Thus

s_A = ∫₀^∞ s e^(−s/λ_A) ds / ∫₀^∞ e^(−s/λ_A) ds = λ_A²/λ_A = λ_A.

In the film, an electron starting at s travels d − s to the surface. Its weight is e^(−(d−s)/λ_B), which is proportional to e^(s/λ_B). With λ = λ_B, the normalization is

∫₀^d e^(s/λ) ds = λ(e^(d/λ) − 1),

and integration by parts gives

∫₀^d s e^(s/λ) ds = λ d e^(d/λ) − λ²(e^(d/λ) − 1).

The quotient is d e^(d/λ)/(e^(d/λ) − 1) − λ. Multiplying numerator and denominator of the first term by e^(−d/λ) gives (6). ∎

For a film much thinner than λ_B, (6) tends to d/2: all layers count equally. For a film much thicker than λ_B, it tends to d − λ_B: the electrons come from near the outer surface, far from the interface, and the extrapolation back to the interface becomes long.

**Corollary (correction for band bending).** If b_A and b_B are measured centroids, the offset at the interface is

ΔE_v = D_A − D_B − (b_A − b_B) − g_A s_A + g_B s_B.   (7)

*Proof.* The core energy at the interface is the measured one minus g_X s_X. Substitution in (3) adds −g_A s_A from A and +g_B s_B from B. ∎

The slopes must come from separate information, such as measurements at several film thicknesses or emission angles. Atoms in a chemically altered interface layer have their own core shifts and do not belong in these averages.

**Example: an oxide film on a semiconductor**

The following round values are model parameters. The bulk separations are D_A = 100.0 eV for the semiconductor and D_B = 15.0 eV for the oxide. On the sample with the thin film, the core binding energies are b_A = 100.4 eV and b_B = 18.2 eV. Their difference is 82.2 eV, and (1) gives

ΔE_v = 100.0 − 15.0 − 82.2 = 2.80 eV.

Let the film be 2.0 nm thick, with λ_A = λ_B = 2.0 nm, and let the electron energies rise away from the interface by g_A = 0.02 eV/nm and g_B = 0.10 eV/nm. These are fields of 0.2 and 1.0 MV/cm pointing away from the interface on both sides, which requires a positive sheet charge there, about 1.2 × 10¹³ elementary charges per cm² for relative permittivities of 11.7 and 20. The linear profile in the substrate presumes a bending region much wider than λ_A. Then s_A = 2.0 nm and

s_B = 2.0/(1 − e⁻¹) − 2.0 = 1.164 nm.

The correction in (7) is

−0.02 × 2.0 + 0.10 × 1.164 = 0.076 eV,

so the offset at the interface is 2.876 eV. The correction is positive because the oxide core level is seen where it lies higher than at the interface. Without the correction, the oxide edge is placed too high and the offset comes out too small; the smaller bending in the semiconductor offsets part of this.

The conduction offset follows from the band gaps G_A and G_B. Each conduction edge is E_v^X + G_X, so the edge of B lies above that of A by

ΔE_c = (E_v^B + G_B) − (E_v^A + G_A) = G_B − G_A − ΔE_v.

With G_A = 1.0 eV and G_B = 6.0 eV,

ΔE_c = 6.0 − 1.0 − 2.876 = 2.124 eV.

The gaps must be those for separate electrons and holes in the material beside the interface. An optical gap reduced by the attraction between electron and hole would make ΔE_c too small if it were used for G_B.

Finally, let the three separations D_A, D_B and b_A − b_B have independent standard errors of 0.05 eV. Each enters (1) with coefficient +1 or −1, so the variances add:

σ = √(0.05² + 0.05² + 0.05²) eV = 0.087 eV.

With the slopes, attenuation lengths and gaps taken as known, the results are ΔE_v = 2.88 ± 0.09 eV and ΔE_c = 2.12 ± 0.09 eV. The bending correction is thus comparable with the statistical error. This error does not include η_A − η_B, which repeated measurements on the same samples would not reduce.
